# The Virial Theorem for Dirac-Hartree-Fock Atoms with Point and Finite Nuclei: a numerical check

```python
# Result under test, for a closed-shell Dirac-Coulomb Hartree-Fock atom:
#   E = c^2 <sum beta> + C,   C = <sum d(r V)/dr>,
# where E includes the rest energy and C = 0 for a point nucleus.
# V: nuclear potential energy of an electron; c: speed of light;
# P, Q: large and small radial functions; kappa: Dirac angular number;
# T: mean of c alpha.p; W: electron repulsion (direct minus exchange).
# All algebra is in atomic units; printed energies are in eV.
import numpy as np
from numpy.polynomial import legendre as leg
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import erf, gamma as gamma_function
from sympy import Rational
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf as pyscf_scf

C_LIGHT = 1.0 / const.fine_structure
EV = const.physical_constants['Hartree energy in eV'][0]
BOHR = const.physical_constants['Bohr radius'][0] * 1e10
SHELLS = [(-1, '1s1/2'), (-1, '2s1/2'), (1, '2p1/2'), (-2, '2p3/2')]
COUNTS = {-1: 2, 1: 1, -2: 1}
N_ELECTRONS = sum(2 * abs(k) for k, _ in SHELLS)


def exchange_weights(ka, kb):
    """Squared 3j symbols of the closed-shell exchange energy."""
    la, lb = [k if k > 0 else -k - 1 for k in (ka, kb)]
    ja, jb = [Rational(2 * abs(k) - 1, 2) for k in (ka, kb)]
    half = Rational(1, 2)
    return [(k, float(wigner_3j(ja, k, jb, half, 0, -half) ** 2))
            for k in range(int(abs(ja - jb)), int(ja + jb) + 1)
            if (la + lb + k) % 2 == 0]


EXCHANGE = {(a, b): exchange_weights(a, b) for a in COUNTS for b in COUNTS}


class Space:
    """Values B and slopes D of the P functions; overlap S = L L^T."""

    def __init__(self, B, D, wr):
        self.B, self.D, self.nP = B, D, B.shape[1]
        m, size = self.nP, self.nP + len(wr)
        self.S, self.L = np.zeros((size, size)), np.zeros((size, size))
        SP = B.T @ (wr[:, None] * B)
        self.S[:m, :m] = SP
        self.L[:m, :m] = np.linalg.cholesky(SP)
        self.S[m:, m:] = np.diag(wr)
        self.L[m:, m:] = np.diag(np.sqrt(wr))


class Grid:
    """Elements in x = ln r: P is a continuous piecewise polynomial,
    Q is given by its values at the Gauss points."""

    def __init__(self, r_min, r_node, r_max, n_inner, n_outer, n=10):
        edges = np.concatenate([
            np.linspace(np.log(r_min), np.log(r_node), n_inner + 1),
            np.linspace(np.log(r_node), np.log(r_max), n_outer + 1)[1:]])
        t, g = leg.leggauss(n)
        p = n - 1
        unit = np.eye(n)
        inner = np.sort(np.real(leg.legroots(leg.legder(unit[p]))))
        lobatto = np.concatenate([[-1.0], inner, [1.0]])
        coef = np.linalg.inv(leg.legvander(lobatto, p))
        value = leg.legvander(t, p) @ coef
        slope = np.array([leg.legval(t, leg.legder(u)) for u in unit]).T @ coef
        integral = np.array([leg.legval(t, leg.legint(u, lbnd=-1))
                             for u in unit]).T
        cumulative = integral @ np.linalg.inv(leg.legvander(t, p))
        ne = len(edges) - 1
        x, w = np.zeros(ne * n), np.zeros(ne * n)
        B = np.zeros((ne * n, ne * p + 1))
        D = np.zeros_like(B)
        for e in range(ne):
            h = (edges[e + 1] - edges[e]) / 2
            rows, cols = slice(e * n, e * n + n), slice(e * p, e * p + p + 1)
            x[rows] = (edges[e] + edges[e + 1]) / 2 + h * t
            w[rows] = h * g
            B[rows, cols] = value
            D[rows, cols] = slope / h
        # weights of double integrals over the region s < r
        element = np.repeat(np.arange(ne), n)
        tri = np.where(element[:, None] > element[None, :], np.outer(w, w), 0)
        for e in range(ne):
            s = slice(e * n, e * n + n)
            h = (edges[e + 1] - edges[e]) / 2
            tri[s, s] = h * h * g[:, None] * cumulative
        self.r, self.w = np.exp(x), w
        self.wr = w * self.r
        self.kernel = []
        for k in range(3):
            part = self.r[:, None] ** (-k) * tri * self.r[None, :] ** (k + 1)
            self.kernel.append(part + part.T)
        # Inner edge: for kappa < 0 P is free, which drives Q to zero there;
        # for kappa > 0 P is zero. A forced P = 0 would act on s orbitals
        # like a hard core. P is zero at the outer edge in both cases.
        self.free = Space(B[:, :-1], D[:, :-1], self.wr)
        self.fixed = Space(B[:, 1:-1], D[:, 1:-1], self.wr)

    def space(self, kappa):
        return self.free if kappa < 0 else self.fixed


def hamiltonian(grid, V, c, kappa, orbitals=None):
    """Radial Dirac or Fock matrix, with the rest energy subtracted."""
    sp = grid.space(kappa)
    B, m = sp.B, sp.nP
    local = grid.wr * V
    PP = np.zeros((len(V), len(V)))
    QQ, QP = np.zeros_like(PP), np.zeros_like(PP)
    if orbitals is not None:
        density = sum(2 * abs(o['k']) * (o['P']**2 + o['Q']**2)
                      for o in orbitals)
        local = local + grid.kernel[0] @ density
        for o in orbitals:
            P, Q = o['P'], o['Q']
            for k, weight in EXCHANGE[kappa, o['k']]:
                K = 2 * abs(o['k']) * weight * grid.kernel[k]
                PP -= P[:, None] * K * P
                QQ -= Q[:, None] * K * Q
                QP -= Q[:, None] * K * P
    H = np.zeros_like(sp.S)
    H[:m, :m] = B.T @ ((PP + np.diag(local)) @ B)
    H[m:, m:] = QQ + np.diag(local - 2 * c**2 * grid.wr)
    H[m:, :m] = c * grid.w[:, None] * (sp.D + kappa * B) + QP @ B
    H[:m, m:] = H[m:, :m].T
    return H


def lowest_states(grid, H, kappa, count, Z):
    """Lowest electron states by shift and invert; shift lies in the gap."""
    sp = grid.space(kappa)
    shift = -0.7 * Z**2
    X = np.linalg.solve(H - shift * sp.S, sp.L)
    M = sp.L.T @ X
    size = len(M)
    mu, u = eigh((M + M.T) / 2, subset_by_index=[size - count, size - 1])
    states = []
    for i in reversed(range(count)):
        v = X @ u[:, i]
        v = v / np.sqrt(v @ sp.S @ v)
        a, q = v[:sp.nP], v[sp.nP:]
        states.append({'k': kappa, 'e': shift + 1 / mu[i],
                       'P': sp.B @ a, 'dP': sp.D @ a, 'Q': q})
    return states


def independent_orbitals(grid, V, Z, c):
    return [o for k, n in COUNTS.items()
            for o in lowest_states(grid, hamiltonian(grid, V, c, k), k, n, Z)]


def hartree_fock(grid, V, Z, c, start=None, damping=0.0):
    if start is None:
        screen = -(N_ELECTRONS - 1) * np.expm1(-Z**(1 / 3) * grid.r) / grid.r
        start = independent_orbitals(grid, V + screen, Z, c)
    orbitals, old = start, {}
    for _ in range(80):
        new = []
        for k, n in COUNTS.items():
            F = hamiltonian(grid, V, c, k, orbitals)
            if k in old:
                F = (1 - damping) * F + damping * old[k]
            old[k] = F
            new += lowest_states(grid, F, k, n, Z)
        change = max(abs(a['e'] - b['e']) for a, b in zip(new, orbitals))
        orbitals = new
        if change < 1e-10 * Z**2:
            return orbitals
    raise AssertionError('self-consistent field did not converge')


def energy_parts(grid, orbitals, V, c):
    T = Vn = small = W = eig = 0.0
    for a in orbitals:
        qa = 2 * abs(a['k'])
        T += qa * 2 * c * np.sum(grid.w * a['Q'] * (a['dP'] + a['k'] * a['P']))
        Vn += qa * np.sum(grid.wr * V * (a['P']**2 + a['Q']**2))
        small += qa * np.sum(grid.wr * a['Q']**2)
        eig += qa * a['e']
        for b in orbitals:
            qb = 2 * abs(b['k'])
            da, db = a['P']**2 + a['Q']**2, b['P']**2 + b['Q']**2
            f = a['P'] * b['P'] + a['Q'] * b['Q']
            W += 0.5 * qa * qb * (da @ grid.kernel[0] @ db)
            for k, weight in EXCHANGE[a['k'], b['k']]:
                W -= 0.5 * qa * qb * weight * (f @ grid.kernel[k] @ f)
    return {'T': T, 'V': Vn, 'W': W, 'small': small,
            'E': T + Vn + W - 2 * c**2 * small,  # rest energy removed
            'E_eig': eig - W, 'beta': N_ELECTRONS - 2 * small}


def sphere(r, Z, R):
    """Uniform-sphere potential and d(rV)/dr."""
    inside = r < R
    V = np.where(inside, -Z / (2 * R) * (3 - (r / R)**2), -Z / r)
    return V, np.where(inside, -1.5 * Z / R * (1 - (r / R)**2), 0.0)


def shell_means(grid, orbitals, f):
    return [2 * abs(o['k']) * np.sum(grid.wr * f * (o['P']**2 + o['Q']**2))
            for o in orbitals]


def show(label, value, unit, digits=4):
    print(f'{label}: {value:.{digits}f} {unit}')


def report(name, d):
    rest = N_ELECTRONS * C_LIGHT**2
    show(name + ' T', d['T'] * EV, 'eV')
    show(name + ' nuclear attraction', d['V'] * EV, 'eV')
    show(name + ' repulsion W', d['W'] * EV, 'eV')
    show(name + ' sum of mean beta', d['beta'], '(no unit)', 9)
    show(name + ' E with rest energy', (d['E_eig'] + rest) * EV, 'eV', 3)
    show(name + ' c^2 sum mean beta', C_LIGHT**2 * d['beta'] * EV, 'eV', 3)
    show(name + ' E without rest energy', d['E_eig'] * EV, 'eV', 3)
    show(name + ' E without rest energy', d['E_eig'], 'hartree', 5)


# ---- neutral neon, point nucleus ----
Z_ne = 10
g_ne = Grid(1e-7, 1e-4, 25.0, 4, 17)
V_ne = -Z_ne / g_ne.r
ne_orb = hartree_fock(g_ne, V_ne, Z_ne, C_LIGHT, damping=0.25)
ne = energy_parts(g_ne, ne_orb, V_ne, C_LIGHT)
# relative tolerance: discretization and self-consistency errors
REL = 2e-8
ne_defect = ne['E_eig'] + 2 * C_LIGHT**2 * ne['small']
assert abs(ne_defect) < REL * abs(ne['E'])
assert abs(ne['E_eig'] - ne['E']) < REL * abs(ne['E'])

# Orbitals that ignore repulsion must violate the theorem by exactly W.
bare = independent_orbitals(g_ne, V_ne, Z_ne, C_LIGHT)
b = energy_parts(g_ne, bare, V_ne, C_LIGHT)
bare_defect = b['E'] + 2 * C_LIGHT**2 * b['small']
assert b['W'] > 1 and abs(bare_defect - b['W']) < 1e-5

# Nonrelativistic limit against an independent Gaussian-basis program.
c_large = 100 * C_LIGHT
nr_orb = hartree_fock(g_ne, V_ne, Z_ne, c_large, ne_orb, 0.25)
nr_energy = energy_parts(g_ne, nr_orb, V_ne, c_large)['E']
basis = [[0, [0.08 * 2.2**i, 1.0]] for i in range(22)]
basis += [[1, [0.06 * 2.2**i, 1.0]] for i in range(14)]
mol = gto.M(atom='Ne 0 0 0', basis={'Ne': basis}, verbose=0)
mean_field = pyscf_scf.RHF(mol)
mean_field.conv_tol = 1e-10
gaussian_energy = mean_field.kernel()
assert mean_field.converged
# tolerance covers the finite Gaussian basis and the finite large c
assert abs(nr_energy - gaussian_energy) < 2e-4, (nr_energy, gaussian_energy)

# ---- ten-electron mercury ion ----
Z = 80
R = 7e-5 / BOHR


def ion_grid(radius):
    return Grid(1e-9, radius, 1.5, 8, 13)


g = ion_grid(R)
V_point = -Z / g.r
gam = np.sqrt(1 - (Z / C_LIGHT)**2)
# Exact one-electron levels test the radial solver.
hyd = independent_orbitals(g, V_point, Z, C_LIGHT)
exact_1s = C_LIGHT**2 * (gam - 1)
exact_2s = C_LIGHT**2 * (1 / np.sqrt(1 + (Z / C_LIGHT / (1 + gam))**2) - 1)
exact_2p3 = C_LIGHT**2 * (np.sqrt(1 - (Z / C_LIGHT)**2 / 4) - 1)
for orbital, exact in zip(hyd, [exact_1s, exact_2s, exact_2s, exact_2p3]):
    assert abs(orbital['e'] - exact) < 1e-5, (orbital['e'], exact)

point_orb = hartree_fock(g, V_point, Z, C_LIGHT)
pt = energy_parts(g, point_orb, V_point, C_LIGHT)
pt_defect = pt['E_eig'] + 2 * C_LIGHT**2 * pt['small']
assert abs(pt_defect) < REL * abs(pt['E']), pt_defect

V_sphere, profile = sphere(g.r, Z, R)
finite_orb = hartree_fock(g, V_sphere, Z, C_LIGHT, point_orb)
fin = energy_parts(g, finite_orb, V_sphere, C_LIGHT)
by_shell = shell_means(g, finite_orb, profile)
correction = sum(by_shell)
fin_difference = fin['E_eig'] + 2 * C_LIGHT**2 * fin['small']
assert abs(fin_difference - correction) < REL * abs(fin['E']), (
    fin_difference, correction)
assert abs(correction) > 1000 * REL * abs(fin['E'])  # the term is resolved

# The correction must equal -R dE/dR of complete self-consistent energies.
step, energies = 0.02, []
for factor in (1 - step, 1 + step):
    gs = ion_grid(R * factor)
    Vs = sphere(gs.r, Z, R * factor)[0]
    orb = hartree_fock(gs, Vs, Z, C_LIGHT, finite_orb)
    energies.append(energy_parts(gs, orb, Vs, C_LIGHT)['E'])
radius_derivative = (energies[1] - energies[0]) / (2 * step)
assert abs(correction + radius_derivative) < 5e-4 * abs(correction), (
    correction, radius_derivative)

# Small-radius law C = -2 gamma (size shift), for one 1s electron.
ratios = []
for radius in (R, R / 10):
    gr = ion_grid(radius)
    Vr, prof = sphere(gr.r, Z, radius)
    s0 = lowest_states(gr, hamiltonian(gr, -Z / gr.r, C_LIGHT, -1), -1, 1, Z)
    s1 = lowest_states(gr, hamiltonian(gr, Vr, C_LIGHT, -1), -1, 1, Z)
    mean = shell_means(gr, s1, prof)[0] / 2
    ratios.append(-mean / (s1[0]['e'] - s0[0]['e']))
assert abs(ratios[1] - 2 * gam) < abs(ratios[0] - 2 * gam), ratios
assert abs(ratios[1] - 2 * gam) < 0.02 * gam, ratios
size_shift = fin['E'] - pt['E']

# Gauss's law form of d(rV)/dr, tested for a Gaussian charge.
for radius in (0.3, 0.9, 1.7):
    h = 1e-4
    left = -Z * (erf(radius + h) - erf(radius - h)) / (2 * h)
    right = -quad(lambda s: 4 * np.pi * s * Z * np.pi**-1.5 * np.exp(-s * s),
                  radius, np.inf)[0]
    assert abs(left - right) < 1e-5


# One basis pair P, Q ~ r^gamma exp(-zeta r), kappa = -1, one electron.
def basis_pair(zeta):
    inverse_r = 2 * zeta * gamma_function(2 * gam) / gamma_function(2 * gam + 1)
    matrix = np.array([[C_LIGHT**2 - Z * inverse_r, -C_LIGHT * inverse_r],
                       [-C_LIGHT * inverse_r, -C_LIGHT**2 - Z * inverse_r]])
    e, v = np.linalg.eigh(matrix)
    return e[1], e[1] - C_LIGHT**2 * (v[0, 1]**2 - v[1, 1]**2)


zeta = 1.2 * Z
pair_defect = basis_pair(zeta)[1]
d = 1e-4
slope = (basis_pair(zeta * (1 + d))[0] - basis_pair(zeta * (1 - d))[0]) / (2*d)
assert abs(pair_defect - slope) < 1e-3 and abs(pair_defect) > 1
assert abs(basis_pair(Z)[1]) < 1e-7

# ---- numbers for the text ----
show('speed of light c', C_LIGHT, 'atomic units', 6)
show('electron rest energy c^2', C_LIGHT**2 * EV, 'eV', 3)
show('number of electrons in each example', N_ELECTRONS, '(no unit)', 0)
report('Ne point:', ne)
print(f'Ne point: E - c^2 sum mean beta: {ne_defect * EV:.1e} eV')
show('Ne unscreened orbitals: E - c^2 sum mean beta', bare_defect * EV, 'eV')
show('Ne unscreened orbitals: repulsion W', b['W'] * EV, 'eV')
show('Ne nonrelativistic limit, this solver', nr_energy * EV, 'eV', 3)
show('Ne nonrelativistic, Gaussian basis', gaussian_energy * EV, 'eV', 3)
show('Hg ion nuclear charge Z', Z, '(no unit)', 0)
show('Hg ion gamma for j = 1/2', gam, '(no unit)', 6)
report('Hg ion point:', pt)
print(f'Hg ion point: E - c^2 sum mean beta: {pt_defect * EV:.1e} eV')
print(f'Hg ion sphere radius R: {R * BOHR:.2e} angstrom')
report('Hg ion sphere:', fin)
show('Hg ion sphere: E - c^2 sum mean beta', fin_difference * EV, 'eV', 3)
show('Hg ion sphere: correction C', correction * EV, 'eV', 3)
show('Hg ion sphere: correction C', correction, 'hartree', 5)
for (_, label), value in zip(SHELLS, by_shell):
    show('C from full shell ' + label, value * EV, 'eV', 5)
show('Hg ion sphere: -R dE/dR by differences', -radius_derivative*EV, 'eV', 3)
show('Hg ion size shift, sphere minus point', size_shift * EV, 'eV', 3)
show('Hg ion ratio -C/(size shift)', -correction / size_shift, '(no unit)')
show('one-electron 1s ratio at R', ratios[0], '(no unit)')
show('one-electron 1s ratio at R/10', ratios[1], '(no unit)')
show('small-radius limit 2 gamma', 2 * gam, '(no unit)')
show('one basis pair, zeta/Z', zeta / Z, '(no unit)', 1)
show('one basis pair: E - c^2 mean beta', pair_defect * EV, 'eV', 3)
show('one basis pair: zeta dE/dzeta', slope * EV, 'eV', 3)
print('finished without a failed check')
```

Output:

```
speed of light c: 137.035999 atomic units
electron rest energy c^2: 510998.951 eV
number of electrons in each example: 10 (no unit)
Ne point: T: 7011.6788 eV
Ne point: nuclear attraction: -8483.4504 eV
Ne point: repulsion W: 1471.7716 eV
Ne point: sum of mean beta: 9.993146978 (no unit)
Ne point: E with rest energy: 5106487.620 eV
Ne point: c^2 sum mean beta: 5106487.620 eV
Ne point: E without rest energy: -3501.887 eV
Ne point: E without rest energy: -128.69197 hartree
Ne point: E - c^2 sum mean beta: -7.0e-07 eV
Ne unscreened orbitals: E - c^2 sum mean beta: 2390.4012 eV
Ne unscreened orbitals: repulsion W: 2390.4012 eV
Ne nonrelativistic limit, this solver: -3497.945 eV
Ne nonrelativistic, Gaussian basis: -3497.944 eV
Hg ion nuclear charge Z: 80 (no unit)
Hg ion gamma for j = 1/2: 0.811906 (no unit)
Hg ion point: T: 789217.1032 eV
Hg ion point: nuclear attraction: -809549.4663 eV
Hg ion point: repulsion W: 20332.3632 eV
Hg ion point: sum of mean beta: 9.297737038 (no unit)
Hg ion point: E with rest energy: 4751133.870 eV
Hg ion point: c^2 sum mean beta: 4751133.870 eV
Hg ion point: E without rest energy: -358855.637 eV
Hg ion point: E without rest energy: -13187.70141 hartree
Hg ion point: E - c^2 sum mean beta: -3.5e-06 eV
Hg ion sphere radius R: 7.00e-05 angstrom
Hg ion sphere: T: 788030.7561 eV
Hg ion sphere: nuclear attraction: -808558.6419 eV
Hg ion sphere: repulsion W: 20328.5786 eV
Hg ion sphere: sum of mean beta: 9.298369898 (no unit)
Hg ion sphere: E with rest energy: 4751257.954 eV
Hg ion sphere: c^2 sum mean beta: 4751457.261 eV
Hg ion sphere: E without rest energy: -358731.553 eV
Hg ion sphere: E without rest energy: -13183.14142 hartree
Hg ion sphere: E - c^2 sum mean beta: -199.307 eV
Hg ion sphere: correction C: -199.307 eV
Hg ion sphere: correction C: -7.32441 hartree
C from full shell 1s1/2: -170.78764 eV
C from full shell 2s1/2: -26.53670 eV
C from full shell 2p1/2: -1.98282 eV
C from full shell 2p3/2: -0.00007 eV
Hg ion sphere: -R dE/dR by differences: -199.304 eV
Hg ion size shift, sphere minus point: 124.084 eV
Hg ion ratio -C/(size shift): 1.6062 (no unit)
one-electron 1s ratio at R: 1.6063 (no unit)
one-electron 1s ratio at R/10: 1.6221 (no unit)
small-radius limit 2 gamma: 1.6238 (no unit)
one basis pair, zeta/Z: 1.2 (no unit)
one basis pair: E - c^2 mean beta: 30637.450 eV
one basis pair: zeta dE/dzeta: 30637.449 eV
finished without a failed check
```
